# A hole shared by four oxygens around a tetrahedral acceptor

## Problem

An acceptor in an oxide sits at the centre of a regular tetrahedron of oxygens. One hole is shared by these four equivalent sites. Each oxygen \(i\) contributes one orbital \(|i\rangle\), a 2p orbital whose positive lobe points away from the acceptor. The four orbitals are taken as orthonormal. In this basis the Hamiltonian of the hole is

\[
H_{ii}=e,\qquad H_{ij}=t\quad (i\neq j),
\]

where \(t\) is real and may have either sign. Energies are hole energies: the lowest level is the one the hole occupies in its ground state. Spin doubles every level and is not counted below. The lattice is rigid until part (f), and the four oxygens are equivalent except in part (e).

(a) Find the levels, their degeneracies and an orthonormal set of states.

(b) Find the separation of the levels and their order. Can the sign of \(t\) be removed by reversing the signs of some orbitals?

(c) Let \(t_e\) be the hopping of an electron between the same orbitals. Relate \(t\) to \(t_e\). Then express \(t_e\) through the direct oxygen–oxygen matrix elements \(V_\sigma>0\) (both p orbitals along the line joining the atoms, positive lobes pointing the same way) and \(V_\pi<0\) (both perpendicular to that line and parallel to each other).

(d) Evaluate the levels for \(V_\sigma=0.135\) eV, \(V_\pi=-0.030\) eV and \(e=0\). What is the occupation of the upper level at 300 K?

(e) One oxygen becomes inequivalent, its site energy raised by \(d=0.030\) eV. What happens to the levels?

(f) Let the lattice respond. A distortion \(u_i\) at oxygen \(i\) lowers the hole's site energy by \(2Wu_i\) and costs elastic energy \(Wu_i^2\). Does the symmetric arrangement survive? Take \(W=0.80\) eV for the numbers.

## Solution

### (a) Levels and states

Let \(I\) be the unit matrix and \(J\) the matrix whose sixteen entries are all 1. The matrix \(tJ\) supplies the hopping but also puts \(t\) on the diagonal, so that amount is subtracted:

\[
H=(e-t)I+tJ .
\]

Every vector is an eigenvector of \(I\), so only \(J\) has to be diagonalized. Acting on amplitudes \(c=(c_1,c_2,c_3,c_4)\), it gives

\[
Jc=(c_1+c_2+c_3+c_4)\,(1,1,1,1).
\]

For the uniform state \(s=\tfrac12(1,1,1,1)\) the sum is 2, so \(Js=(2,2,2,2)=4s\) and

\[
E_S=(e-t)+4t=e+3t .
\]

If the amplitudes sum to zero, then \(Jc=0\) and

\[
E_T=e-t .
\]

One linear condition on four amplitudes leaves a three-dimensional space, so this level is a triplet. Here "singlet" and "triplet" count orbital states, not spin states. Since \(s\) and this space together span all four dimensions, no level is missing. The trace agrees: \((e+3t)+3(e-t)=4e\).

Place the oxygens in the directions \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). Reading off the \(x\), \(y\) and \(z\) coordinates of the four sites gives

\[
T_x=\tfrac12(1,1,-1,-1),\quad
T_y=\tfrac12(1,-1,1,-1),\quad
T_z=\tfrac12(1,-1,-1,1).
\]

Each sums to zero, each is normalized, and any two are orthogonal. They transform into one another as \(x,y,z\) do, which is why the symmetry of the tetrahedron keeps them degenerate.

### (b) Separation, order and the meaning of the sign

Subtracting the levels,

\[
E_T-E_S=(e-t)-(e+3t)=-4t,\qquad |E_T-E_S|=4|t| .
\]

For \(t<0\) the singlet is the ground state. For \(t>0\) it is the triplet. At \(t=0\) all four states coincide.

The energy of a normalized state with real amplitudes shows why the two signs differ:

\[
\langle H\rangle=e+t\sum_{i\neq j}c_ic_j
=e+t\left[\Big(\sum_i c_i\Big)^2-1\right].
\]

The squared sum lies between 0 and 4. Negative \(t\) favours the value 4, where all six pairs have equal amplitudes and each pair lowers the energy. Positive \(t\) favours opposite amplitudes on every pair, but four sites cannot all be opposite to one another. The best compromise is a zero sum, which gains only \(t\) instead of \(3|t|\) and can be reached in three independent ways.

Now replace \(|i\rangle\) by \(\eta_i|i\rangle\) with \(\eta_i=\pm1\). Then \(H_{ij}\) becomes \(\eta_i\eta_jH_{ij}\), and around any triangle

\[
H_{12}H_{23}H_{31}\;\to\;\eta_1^2\eta_2^2\eta_3^2\,H_{12}H_{23}H_{31}=t^3 .
\]

The product is unchanged, whereas turning every \(t\) into \(-t\) would require \(-t^3\). The sign of \(t\) therefore has physical meaning here. With two sites there is no triangle, and reversing one orbital would remove it.

### (c) The sign for a hole

Treat the electrons as independent. For one spin, the four filled orbitals have total energy \(E_{\rm full}\). Removing an electron from the level \(E_k\) leaves \(E_{\rm full}-E_k\). Apart from a constant, the hole levels are thus the electron levels with reversed sign, and

\[
t=-t_e .
\]

To find \(t_e\), let \(n_i\) be the unit vector from the acceptor to oxygen \(i\). From the coordinates above, \(n_i\cdot n_j=-\tfrac13\). The unit vector from oxygen \(i\) to oxygen \(j\) is

\[
u=\frac{n_j-n_i}{|n_j-n_i|},\qquad |n_j-n_i|^2=2-2\left(-\tfrac13\right)=\tfrac83 .
\]

The components of the two orbitals along \(u\) are

\[
n_i\cdot u=\frac{-\frac13-1}{\sqrt{8/3}}=-\sqrt{\tfrac23},\qquad
n_j\cdot u=\frac{1+\frac13}{\sqrt{8/3}}=+\sqrt{\tfrac23}.
\]

Their product is \(-\tfrac23\). The perpendicular parts contribute the rest of the scalar product, \(-\tfrac13-(-\tfrac23)=+\tfrac13\). In the two-centre approximation the coupling is symmetric about the line joining the atoms, so parallel and perpendicular components do not mix:

\[
t_e=-\tfrac23V_\sigma+\tfrac13V_\pi .
\]

With \(V_\sigma>0\) and \(V_\pi<0\) both terms are negative. Hence \(t_e<0\) and \(t>0\): direct oxygen–oxygen hopping puts the triplet lowest for the hole. Hopping by way of the acceptor's own orbitals is not in this estimate. If it matters, the total \(t\) must be used, and its sign decides the order.

### (d) Numbers

The electron hopping is

\[
t_e=-\tfrac23(0.135)+\tfrac13(-0.030)=-0.090-0.010=-0.100\ \text{eV},
\]

so \(t=+0.100\) eV. The triplet lies at \(-0.100\) eV, the singlet at \(3(0.100)=0.300\) eV, and the gap is 0.400 eV. Reversing \(t\) at the same magnitude would put the singlet at \(-0.300\) eV and the triplet at \(+0.100\) eV.

At 300 K, \(k_BT=0.02585\) eV. Counting three lower states and one upper state,

\[
p_S=\frac{e^{-0.400/0.02585}}{3+e^{-0.400/0.02585}}\approx 6\times10^{-8}.
\]

Within the rigid model, heat at room temperature hardly populates the singlet.

### (e) One inequivalent oxygen

Let oxygen 1 have site energy \(e+d\). Two triplet states can be chosen with no amplitude there, \((0,1,-1,0)/\sqrt2\) and \((0,1,1,-2)/\sqrt6\). They stay at \(e-t\) for any \(d\). The third is \((3,-1,-1,-1)/\sqrt{12}\), with weight \(9/12=3/4\) on oxygen 1. To first order it rises by

\[
\tfrac34d=0.0225\ \text{eV}.
\]

This state also mixes with the singlet. In the basis \(|1\rangle\) and \((0,1,1,1)/\sqrt3\), with \(e=0\), the remaining problem is

\[
\begin{pmatrix} d&\sqrt3\,t\\ \sqrt3\,t&2t\end{pmatrix},\qquad
E_\pm=\frac{d+2t}{2}\pm\sqrt{\frac{(d-2t)^2}{4}+3t^2}.
\]

With \(t=0.100\) eV from part (d), the lower root is \(0.1150-0.1929=-0.0779\) eV, which is 0.0221 eV above the doublet at \(-0.100\) eV. Mixing with the singlet pushes the state down slightly from its first-order position. For \(t>0\) and \(d>0\) the ground level is now a doublet.

### (f) Lattice relaxation

For a hole with populations \(n_i=c_i^2\), the total energy is

\[
E=\langle H\rangle-2W\sum_iu_in_i+W\sum_iu_i^2 .
\]

Setting \(\partial E/\partial u_i=-2Wn_i+2Wu_i=0\) gives \(u_i=n_i\), and then

\[
E=\langle H\rangle-W\sum_in_i^2 .
\]

A hole held on one oxygen gains \(W\), which gives this parameter its meaning.

Take \(t>0\) and \(e=0\). In the symmetric arrangement \(u_i=\tfrac14\), and the energy is \(-t-\tfrac W2+\tfrac W4=-t-\tfrac W4\). Compare the triplet state \((3,-1,-1,-1)/\sqrt{12}\), whose populations are \(\tfrac{9}{12},\tfrac1{12},\tfrac1{12},\tfrac1{12}\):

\[
\sum_i n_i^2=\frac{81+3}{144}=\frac7{12},\qquad E=-t-\frac{7W}{12}.
\]

This is lower by \(W/3\), at no cost in hopping energy. The symmetric triplet is therefore unstable for any \(W>0\), an example of the Jahn–Teller effect.

For \(t<0\) the ground state is a singlet, and a small distortion \(\delta u_i\) with \(\sum_i\delta u_i=0\) does not shift it to first order. In second order it mixes with the triplet across the gap. The squared coupling, summed over the triplet, is \(4W^2\cdot\tfrac14\sum_i\delta u_i^2\), so

\[
\delta E=W\sum_i\delta u_i^2-\frac{W^2}{4|t|}\sum_i\delta u_i^2 .
\]

The symmetric arrangement resists such small distortions if \(W<4|t|\). A distant, strongly distorted minimum may still lie lower.

For \(W=0.80\) eV and \(t=0.100\) eV, the symmetric energy is \(-0.300\) eV, while a hole confined to one oxygen already reaches \(-0.80\) eV. Repeated diagonalization, with \(u_i\) reset to \(n_i\) until nothing changes, gives \(-0.817\) eV as the lowest energy found from 21 starting distortions. The hole is then 99% on one oxygen. The small extra gain comes from virtual hopping: the state \((0,1,1,1)/\sqrt3\) lies about \(2W+2t\) above the trapped hole and couples to it by \(\sqrt3t\), which gives \(-3t^2/(2W+2t)\approx-0.017\) eV.

With the lattice frozen in this shape, the next hole level is 1.50 eV higher. With \(t\) reversed the hole is again trapped, at \(-0.821\) eV, and the next level is 1.41 eV higher. At this size of \(t\), its sign changes these energies by less than 0.1 eV, but with one orbital per oxygen it still decides whether the next level is a doublet (\(t>0\)) or a single state (\(t<0\)).

### The model beside a real oxide

The parameters are illustrative. The case in mind is lithium on a zinc site in zinc oxide, but the values were not calculated for that material, and its oxygen–oxygen hopping may be a few times larger. With \(t=0.30\) eV and the same \(W\), the rigid gap would be 1.20 eV, and the relaxed hole would still be about 95% on one oxygen. At this larger size the sign matters much more: with \(t=-0.30\) eV the lowest energy found is that of the symmetric arrangement, \(3t-W/4=-1.10\) eV, and the hole is not trapped. In zinc oxide the hole is known to sit mainly on one neighbouring oxygen, so the symmetric arrangement does not describe it. Localization alone does not prove that the lattice responds: for \(t>0\), even a slight lowering of one site energy puts about 75% of the ground-state hole on that oxygen in a rigid lattice. For this to survive at temperature \(T\), the lowering must be several times \(k_BT\). With one orbital per oxygen, relaxation moves the first excitation from 0.40 eV to about 1.5 eV, a value set mainly by the chosen \(W\). The \(4|t|\) gap describes the undistorted tetrahedron and should not be read as the absorption energy of a trapped hole.

Three further simplifications were checked on the rigid lattice, where they shift the lowest level by less than relaxation does for these parameters. The wurtzite structure makes one oxygen inequivalent, both in its site energy, as in part (e), and in its hoppings, which are kept equal here. With equal hoppings, lowering that site energy instead of raising it makes the ground level for \(t>0\) a single state, not a doublet. In an amorphous host all four site energies vary. Averaging over 20,000 sets of normally distributed site energies with a standard deviation of 0.10 eV, on a rigid lattice, spreads the lower three levels over 0.15 eV; the top level lies on average 0.42 eV above their mean. Restoring the two tangential p orbitals on each oxygen, at an assumed extra hole energy of 0.50 eV, and diagonalizing the resulting twelve-orbital matrix lowers the triplet to \(-0.114\) eV and widens the gap to 0.414 eV. These orbitals matter more for the trapped hole: if the distortion lowers all three p orbitals of an oxygen equally, the first excitation takes the hole to a tangential orbital of the same oxygen, at about 0.51 eV instead of 1.50 eV. Lattice vibrations and tunnelling of the trapped hole between oxygens are left out.
